\section*{Classical ballistic heat conductance of a one-dimensional harmonic superlattice}

\section*{The problem}

An infinite chain of atoms has masses $m_j$ and springs $k_j>0$ that repeat after $n$ atoms. Spring $k_j$ joins atoms $j$ and $j+1$, there are no other forces, and each atom has one displacement $u_j$ (one polarisation). The motion is harmonic, so waves do not scatter one another, and the statistics are classical until part (f).

Waves arriving from far to the left were emitted by a superlattice at temperature $T_L$; waves arriving from far to the right were emitted by the same superlattice at $T_R$. The ballistic conductance is $G=J/(T_L-T_R)$, with $J$ the mean energy current to the right. The temperatures belong to the incoming waves, not to a local equilibrium in between, so $G$ does not depend on a length.

Complex amplitudes are used with $u_j(t)=\mathrm{Re}\,[u_j e^{-i\omega t}]$ and $\omega\ge 0$. The Bloch phase per cell is $\theta$, with $-\pi<\theta\le\pi$. Frequencies are quoted as $f=\omega/2\pi$. The numerical output follows the text.

\section*{(a) How many waves are there at one frequency?}

\emph{Find the condition for a propagating wave, and decide whether bands can overlap or a branch $\omega_j(\theta)$ can turn back between $\theta=0$ and $\theta=\pi$.}

\textbf{Solution.} Let $F_j=k_j(u_{j+1}-u_j)$ be the tension of spring $j$. Newton's law $m_j\ddot u_j=F_j-F_{j-1}$ and the definition of $F_j$ give
\begin{align}
F_j&=F_{j-1}-m_j\omega^2u_j, & u_{j+1}&=u_j+\frac{F_j}{k_j}.
\end{align}
Inserting the first relation in the second yields
\begin{equation}
\begin{pmatrix}u_{j+1}\\F_j\end{pmatrix}=P_j\begin{pmatrix}u_j\\F_{j-1}\end{pmatrix},\qquad
P_j=\begin{pmatrix}1-m_j\omega^2/k_j&1/k_j\\-m_j\omega^2&1\end{pmatrix}.
\end{equation}
The determinant is $1-m_j\omega^2/k_j+m_j\omega^2/k_j=1$. The matrix of a whole cell, $M=P_n\cdots P_1$, is therefore real with determinant one. A Bloch wave is an eigenvector of $M$ with eigenvalue $\lambda=e^{i\theta}$. From $\lambda^2-\lambda\,\mathrm{tr}M+1=0$, after division by $\lambda$,
\begin{equation}
2\cos\theta=\mathrm{tr}\,M(\omega). \label{trace}
\end{equation}

A given $\omega$ fixes $\cos\theta$, hence one value of $\theta$ in $[0,\pi]$. A branch cannot take the same frequency at two different phases in this interval. Being continuous, it is strictly monotonic there, and its edges are $\omega_j(0)$ and $\omega_j(\pi)$.

If two bands overlapped, a common interior frequency would belong to both branches at the same $\theta$ in $(0,\pi)$. But there $e^{i\theta}\ne e^{-i\theta}$, so $M$ has just one eigenvector for $e^{i\theta}$, and two independent waves cannot exist. Bands can touch at an edge but cannot overlap. Inside a band there is one pair of waves, $\pm\theta$; in a gap there is none.

\section*{(b) How fast does a Bloch wave carry energy?}

\emph{Calculate the mean power through the spring that joins two cells, and compare it with the mean energy per cell.}

\textbf{Solution.} Number the atoms of a cell $1,\dots,n$. The first atom of the next cell has amplitude $e^{i\theta}u_1$, and the joining spring has tension $F=k_n(e^{i\theta}u_1-u_n)$. The left side exerts the force $-F$ on that atom, whose velocity amplitude is $-i\omega e^{i\theta}u_1$. The time average of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other, so the power to the right is
\begin{align}
P&=-\tfrac12\mathrm{Re}\left[F\,(i\omega)\,e^{-i\theta}u_1^*\right]
=\frac{\omega}{2}\,\mathrm{Im}\left[F e^{-i\theta}u_1^*\right]\nonumber\\
&=-\frac{\omega k_n}{2}\,\mathrm{Im}\left[u_nu_1^*e^{-i\theta}\right]. \label{power}
\end{align}
The last step uses that $k_n|u_1|^2$ is real.

The Bloch equation is $D(\theta)u=\omega^2mu$, where $m$ is the diagonal mass matrix and $D$ is the Hermitian matrix of the quadratic form
\begin{equation}
u^\dagger D u=\sum_{j=1}^{n-1}k_j|u_{j+1}-u_j|^2+k_n|e^{i\theta}u_1-u_n|^2 .
\end{equation}
The phase $\theta$ enters through the last term alone, in its cross term $-2k_n\mathrm{Re}[e^{i\theta}u_1u_n^*]$. At fixed $u$,
\begin{equation}
u^\dagger\frac{dD}{d\theta}u=2k_n\,\mathrm{Im}\left[e^{i\theta}u_1u_n^*\right]
=-2k_n\,\mathrm{Im}\left[u_nu_1^*e^{-i\theta}\right]=\frac{4P}{\omega}.
\end{equation}

Now differentiate $u^\dagger(D-\omega^2m)u=0$. The terms with $du/d\theta$ vanish because $(D-\omega^2m)u=0$ and the matrix is Hermitian. What remains is
\begin{equation}
u^\dagger\frac{dD}{d\theta}u=2\omega\frac{d\omega}{d\theta}\sum_jm_j|u_j|^2 .
\end{equation}
The mean kinetic energy per cell is $\frac14\omega^2\sum m_j|u_j|^2$. The mean potential energy is $\frac14u^\dagger Du$, which has the same value. With $E=\frac12\omega^2\sum m_j|u_j|^2$ the last two equations give
\begin{equation}
P=E\,\frac{d\omega}{d\theta}. \label{velocity}
\end{equation}
Energy moves at $d\omega/d\theta$ cells per unit time. Where a branch falls between $0$ and $\pi$, the waves that carry energy to the right are those with negative $\theta$.

\section*{(c) What is the conductance?}

\emph{Populate the waves classically and find $G$. Check the result for one and for two atoms per cell.}

\textbf{Solution.} Take $N$ cells with periodic closure. The phases are spaced by $2\pi/N$, and each pair $(j,\theta)$ is one travelling mode. In classical equilibrium these modes are uncorrelated and each has mean energy $k_BT$, that is, $k_BT/N$ per cell. By (\ref{velocity}) each contributes $(k_BT/N)\,d\omega_j/d\theta$ to the current. For large $N$, $\frac1N\sum_\theta\to\int d\theta/2\pi$. Waves moving right carry $T_L$, waves moving left $T_R$:
\begin{equation}
J=\sum_j\left[k_BT_L\int_{\omega_j'>0}\frac{d\theta}{2\pi}\,\omega_j'
+k_BT_R\int_{\omega_j'<0}\frac{d\theta}{2\pi}\,\omega_j'\right].
\end{equation}
Since $\omega_j(-\theta)=\omega_j(\theta)$ and each branch is monotonic on $(0,\pi)$, its right-moving waves fill one half of the phase range. The first integral is $|\omega_j(\pi)-\omega_j(0)|/2\pi$ and the second is its negative. Therefore
\begin{equation}
\boxed{\,G=\frac{k_B}{2\pi}\sum_{j=1}^{n}|\omega_j(\pi)-\omega_j(0)|=k_B\sum_j\Delta f_j\,} \label{result}
\end{equation}
The velocity has cancelled against the density of modes. Only the edges of a band count, not the course of the branch between them. The same result reads $G=k_B\int\mathcal T(\omega)\,d\omega/2\pi$ with transmission $\mathcal T=1$ in bands and $0$ in gaps.

\emph{One atom per cell.} Here $\omega=2\sqrt{k/m}\,|\sin(\theta/2)|$, so $G=(k_B/\pi)\sqrt{k/m}$.

\emph{Two atoms, equal springs, $m_1<m_2$.} At $\theta=\pi$ the coupling $-k(1+e^{-i\theta})$ vanishes and $\omega^2=2k/m_1$ or $2k/m_2$. At $\theta=0$ it is $-2k$, and $\omega^2=0$ or $2k(1/m_1+1/m_2)$. The two widths add to
\begin{equation}
G=\frac{k_B}{2\pi}\left[\sqrt{\frac{2k}{m_2}}+\sqrt{2k\left(\frac1{m_1}+\frac1{m_2}\right)}-\sqrt{\frac{2k}{m_1}}\,\right].
\end{equation}
For $m_1=m_2$ the first and third terms cancel and the uniform chain returns. For $m_2\to\infty$ the conductance vanishes, since the heavy atoms become fixed walls.

\section*{(d) A silicon/germanium-like example}

\emph{Each period has four planes of mass 28~u and four of 73~u. Each spring is 100~N/m, the plane spacing is 0.14~nm and the area per chain is 0.15~nm$^2$. Find $G$ and say which waves carry the heat.}

\textbf{Solution.} These are rough values for longitudinal motion along the growth axis. The period is 1.12~nm, and the bands are:

\begin{center}
\begin{tabular}{ccc}
band & edges (THz) & width (THz)\\
1 & 0.000--1.880 & 1.880\\
2 & 2.512--4.069 & 1.558\\
3 & 4.566--6.067 & 1.501\\
4 & 6.305--7.393 & 1.088\\
5 & 8.146--8.606 & 0.460\\
6 & 9.621--9.733 & 0.112\\
7 & 12.273--12.278 & 0.005\\
8 & 14.1149--14.1153 & 0.0004
\end{tabular}
\end{center}

The widths add to 6.604~THz, so
\begin{equation}
G=(1.381\times10^{-23}\ \mathrm{J/K})(6.604\times10^{12}\ \mathrm{s^{-1}})=91.2\ \mathrm{pW/K}.
\end{equation}
Division by 0.15~nm$^2$ gives 608~MW/(m$^2$\,K) for chains that do not interact sideways. Part (f) shows how much this restriction matters.

A uniform heavy chain ends at 9.14~THz. Above that frequency $\cos\theta=1-m\omega^2/2k<-1$ inside the heavy layers, where the wave is evanescent. Bands 6 to 8 exist by tunnelling between light layers and supply 0.117~THz, under 2\% of the total. Below 9.14~THz the gaps remove 2.66~THz. The superlattice thus conducts less than either uniform chain: 126~pW/K for the heavy and 204~pW/K for the light one.

With masses and springs held fixed, periods of $1+1$, $2+2$, $4+4$ and $8+8$ planes give 114.7, 96.3, 91.2 and 91.7~pW/K. The conductance is not monotonic in the period.

\emph{A test without Bloch waves.} In a chain of 1600 atoms with these parameters, the right half was held at rest while the left half, attached to it, was given its classical thermal distribution. The right half was then released, and the exact linear motion gave the current through the junction, averaged over times before echoes from the ends return. Divided by $k_BT$ of the hot half, it was 6.591~THz, which is 0.2\% below the sum of widths. An irregular three-atom cell with unequal springs gave 0.1610 against 0.1613 in model units.

\section*{(e) What changes with second neighbours?}

\emph{A uniform chain has equal springs $\kappa$ to first and to second neighbours. Does the width of its band still give $G$?}

\textbf{Solution.} With $s=\sin^2(\theta/2)$ and $\sin^2\theta=4s(1-s)$,
\begin{equation}
\omega^2=\frac{4\kappa}{m}\left[\sin^2\frac\theta2+\sin^2\theta\right]=\frac{4\kappa}{m}\,(5s-4s^2).
\end{equation}
The bracket peaks at $s=5/8$ with value $25/16$, so $\omega$ rises to $2.5\sqrt{\kappa/m}$ and then falls to $2\sqrt{\kappa/m}$ at $\theta=\pi$. The state vector of part (a) no longer has two components, and the proof of monotonicity is lost.

The population argument of part (c) needs only $P=E\,d\omega/d\theta$, which still holds. By the calculation of part (b), a spring that spans $r$ atoms carries the mean power $\frac12\omega\kappa|u|^2\sin r\theta$, and $r$ such springs cross any cut between atoms. Hence $P=\frac12\omega\kappa|u|^2(\sin\theta+2\sin2\theta)$. Differentiating $m\omega^2=2\kappa(1-\cos\theta)+2\kappa(1-\cos2\theta)$ gives $m\omega\,d\omega/d\theta=\kappa(\sin\theta+2\sin2\theta)$, so $P=\frac12m\omega^2|u|^2\,d\omega/d\theta=E\,d\omega/d\theta$. Right-moving waves now lie on the rising piece at positive $\theta$ and on the mirror image of the falling piece at negative $\theta$. Both count:
\begin{equation}
G=\frac{k_B}{2\pi}\sum_j\int_0^\pi|\omega_j'|\,d\theta
=\frac{k_B}{2\pi}(2.5+0.5)\sqrt{\frac\kappa m}.
\end{equation}
For $\kappa=m=1$ this total variation gives $G/k_B=0.4775$, while the band width alone gives $0.3979$. The release test, repeated for this chain, gave 0.4761. The general quantity is thus the total variation of the branches; it equals the total band width when each branch is monotonic and bands do not overlap.

\section*{(f) How far does the number hold?}

\emph{Find the quantum correction at 300~K, and estimate the effects of sideways coupling, foreign contacts, mixed interfaces and backscattering.}

\textbf{Solution.} \emph{Quantum statistics.} For a small temperature difference, $k_B$ is replaced by the heat capacity of a mode. With $x=hf/k_BT$,
\begin{equation}
\frac{d}{dT}\frac{hf}{e^x-1}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2\simeq k_B\left(1-\frac{x^2}{12}\right).
\end{equation}
Integration over the bands gives, to leading order,
\begin{equation}
\frac{G}{k_B}\simeq\sum_j\Delta f_j-\frac{1}{36}\left(\frac{h}{k_BT}\right)^2\sum_j\left(f_{j,\rm top}^3-f_{j,\rm bottom}^3\right).
\end{equation}
At 300~K the top edge has $x=2.26$, yet the full weight lowers $G$ by only 4.8\% (leading order: 5.1\%), because most of the band width lies at lower frequency.

\emph{Sideways coupling.} Let each atom also be tied to its four neighbours in the plane by springs $\kappa_s=50$~N/m. A wave with phases $a,b$ along the plane then feels an extra restoring stiffness $g=\kappa_s(4-2\cos a-2\cos b)$. In part (a) $m_j\omega^2$ becomes $m_j\omega^2-g$, and in part (b) $D$ gains the constant $g$ on its diagonal, so (\ref{result}) holds for each $(a,b)$ separately. Averaged over $a$ and $b$, $G$ per chain falls to 0.124 of its former value, or about 75~MW/(m$^2$\,K).

This is a case of strong coupling, not a fit to silicon. With an in-plane spacing of $\sqrt{0.15}=0.387$~nm, long in-plane waves in a crystal of light atoms alone would travel at $0.387\ \mathrm{nm}\times\sqrt{\kappa_s/m}=12.7$~km/s, against roughly 5.8~km/s for shear waves in silicon. Matching that speed takes $\kappa_s\approx10.4$~N/m. The classical ratio is then about 0.49, or roughly 300~MW/(m$^2$\,K). Sideways coupling also lifts the bands, so at this stiffness the quantum reduction at 300~K is about 9\% instead of the 4.8\% found for uncoupled chains.

Two effects account for most of the reduction. A uniform chain now allows $g/m\le\omega^2\le(g+4k)/m$, and its width, proportional to $\sqrt{g+4k}-\sqrt g$, shrinks as $g$ grows. Moreover, the range common to both materials, $g/28<\omega^2<(g+4k)/73$ with masses in u, shrinks faster still and closes at $g=2.5k$, whereas $g$ reaches $4k$ for 50~N/m. Beyond that limit no frequency propagates in both layers. Averaged over $a$ and $b$ at 50~N/m, the width of a uniform chain falls to 0.54 of its value at $g=0$, and that of the common range to 0.16. The mismatch between the layers thus adds a factor of about 0.3 and is the larger effect at this stiffness. The remaining factor of about 0.8 is the net of two opposite effects. Gaps take a larger share of the common range, which alone gives a factor of about 0.6. Bands outside that range, carried by tunnelling through one of the layers, now supply about a quarter of $G$ instead of under 2\%. At 10.4~N/m narrowing and mismatch matter equally, with a factor of about 0.74 each.

\emph{Contacts and disorder.} The following ratios are for single chains with classical statistics, relative to 91.2~pW/K. Ten periods (11.2~nm) between uniform light-atom leads give 0.83, since waves reflect where the superlattice begins and ends. If instead the leads are the superlattice itself, but the two atoms facing each other at each interface inside the ten periods are exchanged with probability 0.25, the ratio is $0.51\pm0.01$ (standard error). Germanium--germanium springs softer by 10\% give 0.99.

\emph{Backscattering.} Let a thin slab $dL$ reflect the fraction $r=dL/\Lambda$ incoherently. Adding it to a length $L$ with transmission $\tau$ and reflection $1-\tau$, and summing the repeated reflections, gives
\begin{equation}
\tau(L+dL)=\frac{\tau(1-r)}{1-(1-\tau)r}\simeq\tau-\tau^2r
\quad\Rightarrow\quad \frac{d}{dL}\frac1\tau=\frac1\Lambda .
\end{equation}
With $\tau(0)=1$, $\tau=1/(1+L/\Lambda)$. A rough $\Lambda=100$~nm and $L=11.2$~nm give 0.90.

\emph{The real case.} The light chain ends at 14.8~THz, close to the highest vibrations of silicon at roughly 15~THz. Its sound speed, $\pi\times14.76$~THz $\times\,0.14$~nm $=6.5$~km/s, is below the rough 8~km/s of silicon along this axis. A real superlattice also has two transverse polarisations, which add conductance. In the scalar model above, sideways coupling alone lowers the result by a factor of eight with 50~N/m, and by about two with the 10.4~N/m that match silicon's shear speed. The second figure is similar to the single-chain ratio for mixed interfaces. That ratio does not carry over to coupled chains, where mixing also scatters waves between different in-plane phases and its effect can be considerably stronger. The value of 608~MW/(m$^2$\,K) therefore describes uncoupled chains and should not be used as an estimate for a grown film. The correction factors were found one at a time and need not multiply.

\section*{Computed values}
\begin{verbatim}
masses: 28 and 73 u; stiffness 100 N/m
plane spacing 0.14 nm; area per chain 0.15 nm^2
period: 1.12 nm
band 1: 0.0000 to 1.8802 THz, width 1.8802 THz
band 2: 2.5115 to 4.0692 THz, width 1.5577 THz
band 3: 4.5657 to 6.0668 THz, width 1.5011 THz
band 4: 6.3054 to 7.3931 THz, width 1.0877 THz
band 5: 8.1458 to 8.6062 THz, width 0.4604 THz
band 6: 9.6210 to 9.7328 THz, width 0.1118 THz
band 7: 12.2729 to 12.2776 THz, width 0.0047 THz
band 8: 14.1149 to 14.1153 THz, width 0.0004 THz
sum of band widths: 6.6040 THz
sum of gap widths below the top edge: 7.5113 THz
classical conductance per chain: 91.18 pW/K
classical conductance per area: 607.9 MW/(m^2 K)
sum of widths from the trace condition: 6.6039 THz
Bloch phase of the velocity check: 1.1 rad
band 1: flux/energy 4.7739, slope 4.7739 nm/ps
band 2: flux/energy -4.2410, slope -4.2410 nm/ps
uniform chain of light atoms: 14.7620 THz, 203.81 pW/K
uniform chain of heavy atoms: 9.1425 THz, 126.23 pW/K
1+1 planes: sum of widths 8.3045 THz, G 114.66 pW/K
2+2 planes: sum of widths 6.9718 THz, G 96.26 pW/K
4+4 planes: sum of widths 6.6040 THz, G 91.18 pW/K
8+8 planes: sum of widths 6.6389 THz, G 91.66 pW/K
junction spring energy at release, example: 0.4994 k_B T
current/(k_B T) after release, example: 6.5908 THz
irregular 3-atom cell (model units): current 0.1610, widths 0.1613
second neighbours (model units): current 0.4761, variation 0.4775, width 0.3979
h f_top/(k_B T) at 300 K: 2.258
quantum/classical conductance at 300 K: 0.9522
same, leading correction only: 0.9494
heavy-heavy springs softer by 10 %: G ratio 0.9936
lateral springs of 50 N/m: G ratio 0.1240 (mesh shift 0.0000)
stack of 10 periods: thickness 11.2 nm
stack between light-atom leads: G ratio 0.8319
interface exchange probability 0.25: G ratio 0.508 +- 0.008 (standard error)
backscattering length 100 nm (rough): G ratio 0.8993
\end{verbatim}
